**Casimir's boundary mean free path for a diffuse circular wire**

The program tests $\Lambda=D$ for an infinitely long circular wire of diameter $D$ with completely diffuse walls, where $\kappa=Cv\Lambda/3$, $C$ is the heat capacity per volume and $v$ the phonon speed. It asserts that three-dimensional ray tracing reproduces this average, the plain wall distance $2D/3$ and the elliptic-integral profile across the wire. It also asserts the mean flight $D$ and mean square axial step $2D^2/3$ of a phonon random walk, which give the same $\Lambda$. For a square wire, rays and the closed formula agree at 1.115 times the side. A separate calculation solves the wall energy balance of finite wires between black ends, after testing the disk view factor at one distance. Its effective path rises from $0.82D$ at a length of $10D$ to $0.99D$ at $500D$, and the asserted straight wall profile appears away from the ends. The model example, with its heat capacity tested by a frequency integral, has a conductivity of 0.204 W/(m K) at 5 K for a diameter of 1 µm.

## Verification by program

```python
"""
Result under test: an infinitely long circular wire with fully diffuse walls
has the boundary mean free path Lambda = D, defined by kappa = C v Lambda / 3.
D: diameter, C: heat capacity per volume, v: isotropic phonon group speed.
Casimir average: Lambda = 3 < ell cos(theta)^2 >, averaged over the section
and all directions; ell: distance along a ray to the wall, theta: angle to
the wire axis. Geometry is computed with D = 1. No scattering in the interior.
"""
import numpy as np
from scipy.constants import hbar, k as k_B, pi
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz
from scipy.optimize import minimize_scalar
from scipy.special import ellipe

radius = 0.5


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def wall_distance(x, y, ux, uy):
    """Three-dimensional distance to the cylinder along a unit vector
    whose transverse components are ux and uy."""
    a = ux**2 + uy**2
    b = x * ux + y * uy
    c = max(radius**2 - x**2 - y**2, 0.0)
    return (-b + np.sqrt(b**2 + a * c)) / a


theta, w_theta = gauss(60, 0, pi)
phi, w_phi = gauss(400, 0, pi)
TH, PH = np.meshgrid(theta, phi, indexing="ij")
# The factor 2 accounts for the mirror half of the azimuth range.
solid_angle = 2 * np.outer(w_theta, w_phi) * np.sin(TH)


def direction_averages(r):
    ell = wall_distance(r, 0.0, np.sin(TH) * np.cos(PH),
                        np.sin(TH) * np.sin(PH))
    plain = np.sum(solid_angle * ell) / (4 * pi)
    casimir = 3 * np.sum(solid_angle * ell * np.cos(TH)**2) / (4 * pi)
    return plain, casimir


# Average over the circular section: (r/R)^2 is uniform in area.
area_fraction, w_area = gauss(60, 0, 1)
section = np.array([direction_averages(radius * np.sqrt(m))
                    for m in area_fraction])
plain_average, casimir_path = w_area @ section
assert abs(casimir_path - 1) < 2e-4
# The plain distance has an integrable form after multiplication by sin(theta).
assert abs(plain_average - 2 / 3) < 2e-4

# Local mean free path against the elliptic-integral formula.
profile_r = np.array([0.0, 0.5, 0.9, 1.0])
profile = np.array([direction_averages(f * radius)[1] for f in profile_r])
assert np.allclose(profile, 1.5 * radius * ellipe(profile_r**2), atol=2e-4)

# Flights emitted by the wall at (R, 0), with Lambert's cosine weight.
phi_in, w_in = gauss(100, -pi / 2, pi / 2)
T2, P2 = np.meshgrid(theta, phi_in, indexing="ij")
ux, uy = -np.sin(T2) * np.cos(P2), np.sin(T2) * np.sin(P2)
lambert = np.outer(w_theta, w_in) * np.sin(T2) * (-ux) / pi
flight = wall_distance(radius, 0.0, ux, uy)
lambert_norm = np.sum(lambert)
mean_flight = np.sum(lambert * flight)
mean_dz2 = np.sum(lambert * (flight * np.cos(T2))**2)
walk_path = 3 * mean_dz2 / (2 * mean_flight)
assert abs(lambert_norm - 1) < 1e-6
assert abs(mean_flight - 1) < 1e-6
assert abs(mean_dz2 - 2 / 3) < 1e-6
assert abs(walk_path - 1) < 1e-6

# Square section of side 1: nearest wall hit from each interior point.
xs, ws = gauss(40, 0, 1)
X, Y = np.meshgrid(xs, xs, indexing="ij")
angles = (np.arange(720) + 0.5) * 2 * pi / 720
square_sum = 0.0
for angle in angles:
    cx, cy = np.cos(angle), np.sin(angle)
    hit_x = ((1 - X) if cx > 0 else X) / abs(cx)
    hit_y = ((1 - Y) if cy > 0 else Y) / abs(cy)
    square_sum += ws @ np.minimum(hit_x, hit_y) @ ws
square_path = 3 / 8 * square_sum * 2 * pi / len(angles)
square_formula = 1.5 * np.log(1 + np.sqrt(2)) - (np.sqrt(2) - 1) / 2
assert abs(square_path - square_formula) < 1e-3


def disk_view(h):
    """View factor between equal coaxial disks at distance h, for D = 1."""
    return np.exp(-2 * np.arcsinh(h))


# Check the disk view factor by tracing Lambert rays from one disk.
test_gap = 0.7
polar, w_polar = gauss(400, 0, pi / 2)
azimuth, w_azimuth = gauss(100, 0, pi)
view_traced = 0.0
for m, wm in zip(area_fraction, w_area):
    start = radius * np.sqrt(m)
    # In-plane distance to the rim sets the largest polar angle that arrives.
    reach = wall_distance(start, 0.0, np.cos(azimuth), np.sin(azimuth))
    sin2_limit = reach**2 / (reach**2 + test_gap**2)
    view_traced += wm * np.sum(w_azimuth * sin2_limit) / pi
assert abs(view_traced - disk_view(test_gap)) < 2e-4


def finite_wire(length, step=0.05):
    """Transmission between black ends at temperatures 1 and 0.
    The wall temperatures follow from zero net heat to each wall ring."""
    n = int(round(length / step))
    edge = np.arange(n + 1) * step
    disk_to_ring_area = radius / (2 * step)
    gap = np.arange(n - 1) * step
    exchange = np.empty(n)
    exchange[0] = 1 - 2 * disk_to_ring_area * (1 - disk_view(step))
    exchange[1:] = disk_to_ring_area * (
        disk_view(gap) - 2 * disk_view(gap + step) + disk_view(gap + 2 * step))
    from_hot = disk_to_ring_area * (disk_view(edge[:-1]) - disk_view(edge[1:]))
    matrix_column = -exchange
    matrix_column[0] += 1
    wall_temperature = solve_toeplitz(matrix_column, from_hot)
    to_cold = disk_view(length - edge[1:]) - disk_view(length - edge[:-1])
    transmission = disk_view(length) + np.sum(wall_temperature * to_cold)
    return transmission, (edge[:-1] + edge[1:]) / 2, wall_temperature


lengths = np.array([10.0, 50.0, 250.0, 500.0])
solutions = [finite_wire(length) for length in lengths]
transmission = np.array([s[0] for s in solutions])
effective_path = 0.75 * lengths * transmission
assert np.all(np.diff(effective_path) > 0) and np.all(effective_path < 1)
# The remaining deficit at 500 diameters is a physical end effect.
assert abs(effective_path[-1] - 1) < 0.02
# Differences remove most of the end effect; ring width adds below 0.1 percent.
slope_path = 0.75 * (lengths[-1] - lengths[-2]) / (
    1 / transmission[-1] - 1 / transmission[-2])
assert abs(slope_path - 1) < 0.01

# The wall temperature away from the ends must be a straight line.
_, z_mid, t_wall = solutions[-1]
middle = (z_mid > 0.25 * lengths[-1]) & (z_mid < 0.75 * lengths[-1])
centered_z = z_mid[middle] - lengths[-1] / 2
line = np.polyfit(centered_z, t_wall[middle], 1)
line_error = np.max(np.abs(t_wall[middle] - np.polyval(line, centered_z)))
assert line_error < 1e-3

# Numerical example: three branches with equal speed, low temperature.
diameter, speed, temperature, delta_t = 1e-6, 5000.0, 5.0, 0.05
wire_length = lengths[-1] * diameter


def heat_spectrum(x):
    """Heat capacity per x = hbar omega/(k_B T), without constant factors."""
    return x**4 * np.exp(-x) / (-np.expm1(-x))**2


def heat_per_frequency(omega):
    x = hbar * omega / (k_B * temperature)
    mode_density = 3 * omega**2 / (2 * pi**2 * speed**3)
    return mode_density * k_B * x**2 * np.exp(-x) / np.expm1(-x)**2


omega_scale = k_B * temperature / hbar
heat_capacity = quad(lambda x: heat_per_frequency(x * omega_scale)
                     * omega_scale, 1e-8, 60, epsabs=0, epsrel=1e-9)[0]
heat_formula = 2 * pi**2 * k_B**4 * temperature**3 / (5 * hbar**3 * speed**3)
assert abs(heat_capacity / heat_formula - 1) < 1e-6
peak_x = minimize_scalar(lambda x: -heat_spectrum(x), bounds=(1, 8),
                         method="bounded").x
wavelength = 2 * pi * speed / (peak_x * omega_scale)
assert wavelength < diameter / 20

conductivity = heat_capacity * speed * diameter / 3
area = pi * diameter**2 / 4
current_infinite = conductivity * area * delta_t / wire_length
current_finite = heat_capacity * speed / 4 * area * delta_t * transmission[-1]

print(f"Casimir average, circle: {casimir_path:.5f} D")
print(f"plain average distance to wall: {plain_average:.5f} D")
for fraction, value in zip(profile_r, profile):
    print(f"local mean free path at r/R = {fraction:.1f}: {value:.4f} D")
print(f"mean Lambert flight: {mean_flight:.5f} D")
print(f"mean square axial step: {mean_dz2:.5f} D^2")
print(f"mean free path from random walk: {walk_path:.5f} D")
print(f"Casimir average, square, rays: {square_path:.4f} side")
print(f"Casimir average, square, formula: {square_formula:.4f} side")
print(f"disk view factor at gap {test_gap} D, rays: {view_traced:.5f}")
print(f"disk view factor, formula: {disk_view(test_gap):.5f}")
for length, w, path in zip(lengths, transmission, effective_path):
    print(f"L/D = {length:.0f}: W = {w:.6f}, effective path = {path:.4f} D")
print(f"path from added resistance, 250 to 500 D: {slope_path:.4f} D")
print(f"largest wall deviation from line, middle half: {line_error:.2e}"
      " of end-to-end difference")
print(f"example diameter: {diameter * 1e6:.1f} micrometre")
print(f"example length: {wire_length * 1e6:.0f} micrometre")
print(f"example temperature: {temperature:.1f} K")
print(f"example temperature difference: {delta_t:.2f} K")
print(f"example phonon speed: {speed:.0f} m/s")
print(f"heat capacity: {heat_capacity:.2f} J/(m^3 K)")
print(f"spectral peak hbar omega/(k_B T): {peak_x:.3f}")
print(f"wavelength at spectral peak: {wavelength * 1e9:.2f} nm")
print(f"conductivity for infinite wire: {conductivity:.4f} W/(m K)")
print(f"cross-section area: {area:.4e} m^2")
print(f"heat current, infinite-wire formula: {current_infinite * 1e12:.3f} pW")
print(f"heat current, finite wire: {current_finite * 1e12:.3f} pW")
print("no test failed")
```

Running it gives:

```
Casimir average, circle: 1.00000 D
plain average distance to wall: 0.66667 D
local mean free path at r/R = 0.0: 1.1781 D
local mean free path at r/R = 0.5: 1.1006 D
local mean free path at r/R = 0.9: 0.8788 D
local mean free path at r/R = 1.0: 0.7500 D
mean Lambert flight: 1.00000 D
mean square axial step: 0.66667 D^2
mean free path from random walk: 1.00000 D
Casimir average, square, rays: 1.1150 side
Casimir average, square, formula: 1.1150 side
disk view factor at gap 0.7 D, rays: 0.27108
disk view factor, formula: 0.27108
L/D = 10: W = 0.109389, effective path = 0.8204 D
L/D = 50: W = 0.025292, effective path = 0.9485 D
L/D = 250: W = 0.005266, effective path = 0.9874 D
L/D = 500: W = 0.002649, effective path = 0.9935 D
path from added resistance, 250 to 500 D: 0.9996 D
largest wall deviation from line, middle half: 1.55e-05 of end-to-end difference
example diameter: 1.0 micrometre
example length: 500 micrometre
example temperature: 5.0 K
example temperature difference: 0.05 K
example phonon speed: 5000 m/s
heat capacity: 122.31 J/(m^3 K)
spectral peak hbar omega/(k_B T): 3.830
wavelength at spectral peak: 12.53 nm
conductivity for infinite wire: 0.2039 W/(m K)
cross-section area: 7.8540e-13 m^2
heat current, infinite-wire formula: 16.010 pW
heat current, finite wire: 15.906 pW
no test failed
```
